Marginal wavelength of the Grinfeld instability of a stressed surface

**Setting**

A deep, isotropic, linearly elastic solid has a flat free surface at z = 0 and occupies z < 0. It carries a uniform stress σ along x. Its surface is now given a small ripple,

h(x) = a cos kx, with k = 2π/λ and ka ≪ 1,

by moving material from the troughs to the crests, so that the mean height stays at zero. Material added at a crest continues the strained crystal without defects.

The mean strain along x is held fixed by the bulk far below, and the strain ε_yy is fixed everywhere. The surface energy is γ per unit area of the rippled shape, whatever its orientation. The further change of this area as the solid relaxes elastically is neglected, and so is every other effect of surface stress. Wetting forces and plastic flow are also left out. Young's modulus is E, Poisson's ratio is ν, and the plane-strain modulus is

E' = E/(1 − ν²).

Tensile stress is positive. Angle brackets denote an average over one period in x, and energies are per unit of projected area. Lengths are in nm and stresses in GPa; these suit a continuum problem better than atomic units, and 1 GPa nm = 1 J/m².

**Part (a). Find the surface energy cost of the ripple to second order in a.**

*Answer.* A surface element above dx has length √(1 + h'²) dx, where h' = dh/dx = −ka sin kx. The added surface energy is therefore

ΔU_s = γ⟨√(1 + h'²) − 1⟩.

For small slope, √(1 + h'²) = 1 + h'²/2 + O(h'⁴). Since ⟨sin² kx⟩ = 1/2,

ΔU_s = (γ/2) k²a² ⟨sin² kx⟩ = γk²a²/4.

The cost is positive for every wavelength. At fixed amplitude it grows as k², because a shorter ripple has steeper sides.

**Part (b). Find the stress σ_xx at the rippled surface to first order in a.**

*Answer.* The outward normal is proportional to (−h', 1) in the xz plane. A free surface carries no traction, so on z = h(x)

−h'σ_xx + σ_xz = 0,
−h'σ_xz + σ_zz = 0.

The flat solid has σ_xx = σ and σ_xz = σ_zz = 0. Thus σ_xz is itself of first order, and the product h'σ_xz is of second order. Evaluating first-order stresses at z = 0 instead of z = h also changes them only at second order. The conditions on the first-order stresses are therefore

σ_xz = σh' = −σka sin kx and σ_zz = 0, at z = 0.

Inside the solid, force balance is satisfied identically by writing the stresses as derivatives of an Airy function φ:

σ_xx = ∂²φ/∂z², σ_zz = ∂²φ/∂x², σ_xz = −∂²φ/∂x∂z.

The strains must also derive from a displacement, which requires

∂²ε_xx/∂z² + ∂²ε_zz/∂x² = 2 ∂²ε_xz/∂x∂z.

For the ripple's corrections ε_yy does not change, and Hooke's law reads

ε_xx = [(1 − ν²)σ_xx − ν(1 + ν)σ_zz]/E,
ε_zz = [(1 − ν²)σ_zz − ν(1 + ν)σ_xx]/E,
ε_xz = (1 + ν)σ_xz/E.

Insert these and divide by (1 + ν)/E:

(1 − ν)(∂²σ_xx/∂z² + ∂²σ_zz/∂x²) − ν(∂²σ_xx/∂x² + ∂²σ_zz/∂z²) = 2 ∂²σ_xz/∂x∂z.

Force balance gives ∂²σ_xx/∂x² = ∂²σ_zz/∂z² = −∂²σ_xz/∂x∂z, so the right side equals −(∂²σ_xx/∂x² + ∂²σ_zz/∂z²). Moving it to the left leaves

(1 − ν)∇²(σ_xx + σ_zz) = 0, that is, ∇²∇²φ = 0.

The boundary data suggest φ = F(z) cos kx for the correction, and then

(d²/dz² − k²)² F = 0.

The solutions that vanish as z → −∞ are F = (A + Bz)e^{kz}. The condition σ_zz = −k²F cos kx = 0 at z = 0 gives A = 0. The shear stress is σ_xz = kF' sin kx, and F'(0) = B, so

kB = −σka, hence B = −σa.

The remaining stress follows from two derivatives of F:

σ_xx − σ = F'' cos kx = −σa(2k + k²z)e^{kz} cos kx.

At the surface this becomes

σ_xx = σ(1 − 2ka cos kx) = σ(1 − 2kh).

The magnitude of the stress falls at the crests, where the material can relax sideways, and rises at the troughs. This holds for tension and compression alike.

The solution also shows what "deep" means. One wavelength below the surface, the amplitude of the correction to σ_xx is a fraction |1 − π|e^{−2π}, about 0.4%, of its surface value; σ_zz and σ_xz are there below 0.6% of that same surface value. A uniformly stressed layer several wavelengths thick therefore behaves as a half-space. If the layer is thinner, the result still applies provided that the material below has the same elastic constants and the ripple stays within the layer; the unstressed lower part then changes only the uniform background stress, not the response to the surface forces.

**Part (c). Express the strain-energy density w at the surface through h. Does a stress along y matter?**

*Answer.* Let the fixed strain along y be e, measured from the unstressed crystal. At the surface σ_zz is zero to first order, and the shear stress enters w only through its square, at second order. Hooke's law then gives

e = (σ_yy − νσ_xx)/E, so σ_yy = νσ_xx + Ee,

ε_xx = (σ_xx − νσ_yy)/E = σ_xx/E' − νe.

The energy density is half the sum of stress times strain:

w = (σ_xx ε_xx + σ_yy e)/2
= σ_xx²/(2E') − νeσ_xx/2 + νeσ_xx/2 + Ee²/2
= σ_xx²/(2E') + Ee²/2.

The cross terms cancel. The last term is the same at crest and trough, so it gives no reason to move material between them. For a ripple that varies along x, what counts is σ_xx, whether or not there is also a stress along y. In an equally biaxially stressed film, σ is the stress in one direction, and the modulus in this formula remains E', not the biaxial modulus E/(1 − ν).

Insert the surface stress from part (b), using (1 − 2kh)² = 1 − 4kh + O(h²):

w = w₀ − (2σ²k/E')h, with w₀ = σ²/(2E') + Ee²/2.

**Part (d). Show that a small motion δh of the surface changes the elastic energy by the integral of w δh. Hence find the elastic energy of the ripple.**

*Answer.* Per unit length in y, the elastic energy is the integral of w over the region below h(x). Moving the surface has two effects: it adds or removes strips of material, and it lets the displacement field u adjust. To first order,

δU = ∫ w δh dx + ∫∫ σ_ij ∂_j δu_i dx dz,

with summation over repeated indices. Integration by parts turns the second term into

∮ σ_ij n_j δu_i ds − ∫∫ (∂_j σ_ij) δu_i dx dz.

The area integral vanishes by force balance. The boundary integral vanishes at the top because the surface is free of traction, at the bottom because the displacement is held there, and between the two sides because the fields are periodic. What remains is

δU = ∫ w δh dx.

Relaxation has not been neglected here. It enters through the value of w, which belongs to the relaxed solid; the adjustment of u during the next small step costs nothing to first order.

Changing the amplitude by da moves the surface by δh = cos kx da. Per unit projected area,

dU_el/da = ⟨w cos kx⟩ = w₀⟨cos kx⟩ − (2σ²k/E')a⟨cos² kx⟩.

The averages are 0 and 1/2, so

dU_el/da = −σ²ka/E'.

Integrating from the flat surface, a = 0, gives

ΔU_el = −σ²ka²/(2E').

The next correction is of order a⁴. Reversing the sign of a merely shifts the ripple by half a period, so the energy is an even function of a.

The sign deserves a physical reading. The troughs do become more highly stressed, yet the total elastic energy falls, because material has been taken from places of high w and put down at places of low w.

The identity can be checked beyond small slope by minimizing the elastic energy numerically in the rippled region. For a = 1 nm and k = 0.107 nm⁻¹, with the stress and modulus of part (e), the finite-difference derivative of the energy and the surface average ⟨w cos kx⟩ are both −6.771 MPa. The small-slope formula gives −6.89 MPa. Its magnitude is 1.7% larger than the numerical one, a difference of the order of (ka)² ≈ 0.011, as expected for the first neglected term.

**Part (e). Derive the marginal wavelength. Show that it is about 59 nm for σ = 3 GPa, E' = 140 GPa and γ = 1.2 J/m².**

*Answer.* Add the results of parts (a) and (d):

ΔU = γk²a²/4 − σ²ka²/(2E')
= (ka²/4)(γk − 2σ²/E').

The factor in front is positive, so the bracket decides the sign. It vanishes at

k_c = 2σ²/(E'γ),

and the marginal wavelength is

λ_c = 2π/k_c = πE'γ/σ².

For λ < λ_c the bracket is positive and the ripple costs energy. For λ > λ_c it is negative and the ripple lowers the energy. Long waves win because the surface cost falls as k² while the elastic gain falls only as k.

With γ = 1.2 GPa nm,

k_c = 2 × (3 GPa)²/(140 GPa × 1.2 GPa nm) = 18/168 nm⁻¹ = 0.107 nm⁻¹,

λ_c = π × 140 × 1.2/9 nm = 58.6 nm ≈ 59 nm.

These are round model parameters, not those of a named material. For e = 0 the strain along x is σ/E' = 2.1%. Linear elasticity is then a reasonable first description. The corrections to it depend on the material and are not computed here, so the decimal in 58.6 nm has no physical weight.

The stress enters squared. Halving it makes λ_c four times as long, and a relative error of 5% in σ produces one of about 10% in λ_c. As σ → 0 the marginal wavelength goes to infinity, and the flat surface is stable against every ripple of finite wavelength. In this model the sign of the stress is irrelevant; surface stress, which is left out here, would make it matter.

**Part (f). Compare the energies at 40 nm, at λ_c and at 80 nm for a = 0.1 nm. What do they confirm?**

*Answer.* This amplitude is a device for staying at small slope in a continuum model; it does not represent an atomic step. At λ_c the formulas give

ΔU_s = 1.2 × (0.10714)² × (0.1)²/4 J/m² = 34.4 μJ/m²,

ΔU_el = −9 × 0.10714 × (0.1)²/(2 × 140) J/m² = −34.4 μJ/m².

The numerical minimization uses neither the Airy function nor the small-slope energy. It varies the displacement field in the rippled region, with the solid clamped 1.5 wavelengths below the surface. For ν = 0.3 it gives, in μJ/m²:

- λ = 40 nm: surface +74.0, elastic −50.5, net +23.5.
- λ = 58.6 nm: surface +34.4, elastic −34.4, net +0.002.
- λ = 80 nm: surface +18.5, elastic −25.2, net −6.7.

The net energy changes sign as derived. At λ_c the crest stress is 2.936 GPa and the trough stress 3.064 GPa, in agreement with 3(1 ∓ 2ka) GPa for ka = 0.0107.

The wavelength at which the numerical net energy vanishes is 58.65 nm, against 58.64 nm from the formula. It is the same to these digits for ν = 0.1 and ν = 0.3 at equal E', which supports the finding that Poisson's ratio enters through E' alone. Before rounding, the two wavelengths differ by only about 0.004 nm. This difference comes from the finite amplitude: the next terms reduce the elastic gain by a fraction 3(ka)²/4 and the surface cost by 3(ka)²/16, which lengthens the marginal wavelength by a fraction 9(ka)²/16 ≈ 6 × 10⁻⁵. The coefficient 3/4 is not derived here, but part (d) supports it: in dU_el/da the fraction doubles to 3(ka)²/2, which is 1.7% at a = 1 nm. The clamped base 1.5 wavelengths down changes the elastic gain by only about one part in 10⁶.

**Part (g). A real surface has many ripples at once. Does the criterion change?**

*Answer.* Take a profile of period L and zero mean height,

h = Σ h_n, with h_n = a_n cos(k_n x + θ_n) and k_n = 2πn/L, n = 1, 2, ...

The surface cost is γ⟨h'²⟩/2. Products of different harmonics average to zero, so the cost is Σ γk_n²a_n²/4.

The first-order elastic problem is linear, and each harmonic contributes its own change of w:

w = w₀ − (2σ²/E') Σ k_n h_n.

Let the whole profile grow as s h(x), with s running from 0 to 1. Part (d) then gives

dU_el/ds = ⟨wh⟩ = −(2σ²/E') s Σ k_n⟨h_n²⟩ = −(σ²/E') s Σ k_n a_n².

Integration over s supplies a factor 1/2. The total is

ΔU = Σ (k_n a_n²/4)(γk_n − 2σ²/E').

To second order the harmonics do not interact, and each has the sign found in part (e). The flat surface is unstable as soon as one permitted harmonic is longer than λ_c. If the period L is itself shorter than λ_c, every term is positive and the surface is stable against all small ripples along x. In a laterally unlimited solid, long enough waves are available for any nonzero σ.

All of this concerns ripples along x. A ripple in an oblique direction also feels the in-plane shear stress along its crests, whose response is set by the shear modulus. The ripple along x is the first to become unstable when −(1 − 2ν) ≤ σ_yy/σ ≤ 1, which includes e = 0 and equal biaxial stress. Outside this range another direction becomes unstable at a shorter wavelength. For σ_yy = −σ, a ripple at 45° is marginal at (1 − ν)λ_c, about 41 nm for ν = 0.3.

**Part (h). Is λ_c the spacing that will be seen? Compare surface diffusion with exchange of atoms with a vapour.**

*Answer.* At λ_c there is no energy to be gained, so a small ripple there has no driving force. The spacing that first becomes visible depends on how atoms move.

The energy needed to add material at a point, per unit volume, is

μ = w − γh''.

The first term is the result of part (d). The second follows by varying the surface energy: δ∫(γ/2)h'² dx = −∫γh'' δh dx. For the cosine ripple h'' = −k²h, so

μ = w₀ + (γk² − 2σ²k/E')h = w₀ + γk(k − k_c)h.

Suppose first that atoms diffuse along the surface, with a volume flux −M ∂μ/∂x and constant mobility M > 0, and that nothing is deposited. Conservation of volume gives

∂h/∂t = M ∂²μ/∂x² = Mγk³(k_c − k)h.

The ripple grows exponentially for k < k_c. The growth rate is greatest where

d(k³k_c − k⁴)/dk = k²(3k_c − 4k) = 0, so k = 3k_c/4 and λ = 4λ_c/3 ≈ 78 nm.

Suppose instead that atoms are exchanged with a vapour that holds the mean height fixed, at a rate proportional to the local excess of μ over its mean. With a constant K > 0,

∂h/∂t = −K(μ − w₀) = Kγk(k_c − k)h.

Now the maximum lies at k = k_c/2, so λ = 2λ_c ≈ 117 nm. This is also the wavelength of lowest energy at fixed amplitude, since ΔU is proportional to k(k − k_c).

Both transport laws have the same limit of stability, λ_c, because it is set by the energy. They differ in the fastest-growing wavelength. These rates describe the first, small-slope stage; they do not predict the size or shape of mature islands.

**Part (i). When does the criterion fail even for small ripples?**

*Answer.* Three of the assumptions are decisive.

First, the surface must be rough on the atomic scale, so that its energy varies smoothly with orientation. Even then the formula for λ_c holds as it stands only if γ is the same for all small tilts. If γ depends smoothly on the tilt angle θ ≈ h', its expansion adds (γ''/2)⟨h'²⟩ to the surface cost, where γ'' = d²γ/dθ² at θ = 0; the linear term vanishes because ⟨h'⟩ = 0. The γ in λ_c must then be replaced by γ + γ'', provided that this sum is positive. Even a weak dependence on angle can have a large second derivative and shift λ_c noticeably. On a facet, a tilt requires steps, and the surface energy rises in proportion to |h'|. The cost is then linear in a, while the elastic gain is quadratic. For a smooth ripple of small enough amplitude the cost wins at every wavelength, and islands must overcome a barrier. The amplitude on a real facet cannot fall below one step height H, however. For alternating up and down steps, the sum of part (g) gives an elastic gain per step that grows as (σ²H²/πE') times the logarithm of the step spacing, while the cost per step is fixed. At sufficiently long spacing the stepped surface is therefore lower in energy, and the flat facet is metastable rather than stable.

Second, the film must be thick enough for its surface not to feel the interface. If the substrate has different elastic constants, λ_c shifts once the film is thinner than about a wavelength. With the parameters of part (e), ν = 0.3 in both materials and a film 5 nm thick, it is about 70 nm on a substrate twice as stiff and about 51 nm on one half as stiff. Wetting is a separate effect. If the energy of a thin film depends on its local thickness through a function g(h), the expansion of g about the mean thickness adds g''⟨h²⟩/2 = g''a²/4 to ΔU. The condition for marginal stability becomes

γk² − 2σ²k/E' + g'' = 0.

The left side is smallest at k = σ²/(E'γ) = k_c/2, where it equals g'' − γk_c²/4. A wetting interaction with g'' > γk_c²/4 therefore makes the flat film stable at all wavelengths.

Third, the stress must persist while the ripple develops. If dislocations relax the film first, σ falls, and λ_c grows as 1/σ². The value of 59 nm belongs to a stress of 3 GPa that is still present at the surface. For a misfit near 2%, the equilibrium critical thickness for dislocations is only a few nanometres, far below λ_c. At such stresses the formula therefore applies in practice to a thin film on an elastically similar substrate, or to a metastable film, rather than to a coherent layer several wavelengths thick.

The printed values behind the comparisons above are in the numerical output.

Table of computed values

```
stress sigma = 3.0 GPa
plane-strain modulus E' = 140.0 GPa
surface energy gamma = 1.2 J/m^2
strain scale sigma/E' = 2.143 percent
flat energy density sigma^2/(2E') = 32.14 MPa
marginal wavenumber k_c = 0.10714 1/nm
marginal wavelength, formula = 58.64 nm
test amplitude a = 0.1 nm
marginal wavelength, Ritz root, nu = 0.1: 58.65 nm
wavelength 40.00 nm, Ritz, nu = 0.3:
  surface energy change = 74.019 uJ/m^2
  elastic energy change = -50.480 uJ/m^2
  net energy change = 23.538 uJ/m^2
  crest stress = 2.9058 GPa
  trough stress = 3.0942 GPa
wavelength 58.64 nm, Ritz, nu = 0.3:
  surface energy change = 34.438 uJ/m^2
  elastic energy change = -34.436 uJ/m^2
  net energy change = 0.002 uJ/m^2
  crest stress = 2.9357 GPa
  trough stress = 3.0643 GPa
wavelength 80.00 nm, Ritz, nu = 0.3:
  surface energy change = 18.505 uJ/m^2
  elastic energy change = -25.244 uJ/m^2
  net energy change = -6.738 uJ/m^2
  crest stress = 2.9529 GPa
  trough stress = 3.0471 GPa
marginal wavelength, Ritz root, nu = 0.3: 58.65 nm
identity test at a = 1.0 nm, wavelength lambda_c:
  dU/da by finite difference = -6.7713 MPa
  mean of w cos(kx) on surface = -6.7713 MPa
```
